\section*{Why internal photoemission finds nearly the mean of a spread barrier}

\section{Two barriers from one contact}

Take a contact at 80 K whose local barriers follow a Gaussian with mean 0.300 eV and standard deviation 30 meV. With the quadratic yield law derived below, a straight-line analysis of internal photoemission between photon energies of 0.50 and 0.80 eV gives 0.297 eV ($4.76\times10^{-20}$ J). Thermionic emission over the same barriers, read at fixed temperature with a known prefactor, gives 0.235 eV. The two methods average different functions of the barrier: a square for photoemission, an exponential for thermionic emission.

\section{The signal of one uniform area}

Let light of photon energy $h\nu$ be absorbed in the metal. Energies are measured from the metal Fermi level, $\phi$ is the barrier, and $D>h\nu$ is the depth of the occupied band. Assume a cold metal, excited energies $E$ uniformly distributed from 0 to $h\nu$, isotropic directions and no energy loss before the interface. Assume also that every electron allowed to cross by energy and parallel momentum does cross, without quantum reflection. Take the free-electron mass on both sides for now.

An excited electron has kinetic energy $D+E$. Parallel momentum is conserved, so escape at angle $\theta$ to the normal requires
\[
(D+E)\cos^2\theta\geq D+\phi .
\]
The escaping fraction of all directions is $(1-\cos\theta_c)/2$, where equality defines $\theta_c$. The probability density of $E$ is $1/h\nu$. With $A=D+\phi$ and $B=D+h\nu$, the yield $Y$ per absorbed photon therefore obeys
\begin{align}
h\nu\,Y&=\frac12\int_\phi^{h\nu}
\left(1-\sqrt{\frac{A}{D+E}}\right)dE\nonumber\\
&=\frac12\left[B-A-2\sqrt A(\sqrt B-\sqrt A)\right]
=\frac12(\sqrt B-\sqrt A)^2 .\label{cone}
\end{align}
Since $\sqrt B-\sqrt A=(h\nu-\phi)/(\sqrt B+\sqrt A)$, and the denominator tends to $2\sqrt A$ for $h\nu-\phi\ll A$,
\begin{equation}
h\nu\,Y\simeq\frac{(h\nu-\phi)^2}{8(D+\phi)} .
\end{equation}
One power of the excess energy counts the electrons able to escape; the other comes from the opening of the escape cone.

The prefactor changes little across the distribution: for $D=5$ eV, a change of 0.03 eV in $\phi$ alters it by $0.03/5.3\simeq0.6\%$. Treat it as common and define $R=C\,h\nu\,Y$, so that one area gives $R=(h\nu-\phi)^2$ above threshold and zero below.

\section{The average adds the variance}

Let areas with different barriers conduct independently in parallel under uniform light. Their signals then add in proportion to area. Write $\phi=\phi_0+t$, where $\phi_0$ is the mean, and let $x=h\nu-\phi_0$. If every barrier lies below $h\nu$,
\begin{align}
\langle R\rangle&=\langle(x-t)^2\rangle
=x^2-2x\langle t\rangle+\langle t^2\rangle\nonumber\\
&=x^2+\sigma^2 .\label{sum}
\end{align}
The linear term vanishes because $\langle t\rangle=0$, and $\langle t^2\rangle=\sigma^2$ is the variance. To first order, the gain from low barriers cancels the loss from high ones. The shape of the distribution does not enter, because a square contains no moment above the second.

A Gaussian has some barriers above any photon energy. Equation~(\ref{sum}) wrongly gives these a positive signal, which must be removed. With $z=x/\sigma$, $t=\sigma(z+u)$ and the unit normal density $g$, the excess is
\begin{align}
\Delta R&=\sigma^2\int_0^\infty u^2g(z+u)\,du\nonumber\\
&<\sigma^2g(z)\int_0^\infty u^2e^{-zu}\,du
=\frac{2\sigma^2g(z)}{z^3}\qquad(z>0),
\end{align}
because $g(z+u)=g(z)e^{-zu-u^2/2}$. At the start of the window $z=0.20/0.03=6.67$, and the bound is $5.4\times10^{-16}$ eV$^2$, against a signal of 0.0409 eV$^2$. The tail is dropped below wherever $x$ is several $\sigma$.

Near threshold the full average is needed. Let $\Phi$ be the cumulative normal distribution. Using $\int_{-\infty}^z vg\,dv=-g(z)$ and $\int_{-\infty}^z v^2g\,dv=\Phi(z)-zg(z)$,
\begin{align}
\langle R\rangle&=\sigma^2\int_{-\infty}^{z}(z-v)^2g(v)\,dv\nonumber\\
&=\sigma^2[(z^2+1)\Phi(z)+zg(z)] .\label{full}
\end{align}

\section{From the variance to the apparent barrier}

The usual plot extrapolates $\sqrt{\langle R\rangle}$ to zero. Its slope is $R'/(2\sqrt R)$, with the average understood and the prime denoting a derivative with respect to $h\nu$. A tangent thus meets the energy axis at
\begin{equation}
\phi_{\rm app}=h\nu-\frac{2R}{R'}
=h\nu-\frac{x^2+\sigma^2}{x}
=\phi_0-\frac{\sigma^2}{x}.\label{tangent}
\end{equation}
At $h\nu=0.65$ eV the shift is $-0.0009/0.35=-0.0026$ eV. The variance is a fixed addition to a growing signal, so its influence fades.

At $h\nu=\phi_0$, Eq.~(\ref{full}) gives $R=\sigma^2/2$. Differentiating it gives $R'=2\sigma[z\Phi(z)+g(z)]$, hence $R'=2\sigma/\sqrt{2\pi}$ at $z=0$. The tangent then meets the axis at $\phi_0-\sigma\sqrt{\pi/2}$, which is 38 meV below the mean. Here only the lower half of the distribution emits.

\begin{center}
\begin{tabular}{ccc}
$h\nu$ (eV) & $\langle R\rangle$ (eV$^2$) & tangent barrier (eV)\\
0.30 & 0.00045 & 0.262\\
0.36 & 0.004495 & 0.285\\
0.50 & 0.04090 & 0.296\\
0.80 & 0.25090 & 0.298
\end{tabular}
\end{center}

A least-squares line over $x_1\leq x\leq x_2$ obeys related bounds. Let $q(x)=\sqrt{x^2+\sigma^2}$, which is convex because $q''=\sigma^2/(x^2+\sigma^2)^{3/2}>0$. The residuals $r_i$ satisfy $\sum r_i=0$ and $\sum x_ir_i=0$. They must change sign at least twice: with a single change at $c$, all nonzero terms of $\sum(x_i-c)r_i$ would have one sign, yet the sum is zero. The line therefore cuts the curve at two points $a<b$ in the window. Its slope $k$ satisfies $q'(a)<k<q'(b)$, so its zero $x_0$ obeys
\begin{align}
x_0&=a-\frac{q(a)}k>a-\frac{q(a)}{q'(a)}=-\frac{\sigma^2}{a},\nonumber\\
x_0&=b-\frac{q(b)}k<b-\frac{q(b)}{q'(b)}=-\frac{\sigma^2}{b}.
\end{align}
Since $a\geq x_1$ and $b\leq x_2$, the shift lies between $-\sigma^2/x_1=-4.5$ meV and $-\sigma^2/x_2=-1.8$ meV. An equally weighted fit to 31 evenly spaced energies, with the Gaussian average evaluated by quadrature, gives $-2.8$ meV.

\section{Why thermionic emission differs}

At fixed temperature and common prefactor, thermionic current is proportional to $e^{-\phi/kT}$. Completing the square in the Gaussian average,
\[
-\frac{t^2}{2\sigma^2}-\frac t{kT}
=-\frac{(t+\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2},
\]
gives $\langle e^{-\phi/kT}\rangle=e^{-\phi_0/kT+\sigma^2/[2(kT)^2]}$, and hence
\begin{equation}
\phi_{\rm th}=\phi_0-\frac{\sigma^2}{2kT}.
\end{equation}
With $kT=6.894$ meV the shift is $-900/(2\times6.894)=-65.3$ meV. This reading needs the prefactor; the slope of a Richardson plot, the derivative of $-\ln\langle e^{-\phi/kT}\rangle$ with respect to $1/kT$, gives $\phi_0-\sigma^2/kT=0.169$ eV instead. Compared with Eq.~(\ref{tangent}), the energy dividing the variance is $2kT=13.8$ meV instead of $x=350$ meV at mid-window. The thermionic integrand peaks $\sigma^2/kT=131$ meV below the mean, more than four standard deviations out. The thermionic result therefore relies on a remote tail that a finite contact may not contain. The photoemission result does not.

\section{Other effects on the fitted barrier}

\subsection{Temperature and tunnelling}

In a warm metal the excited electrons have occupation $f(E)=[1+e^{(E-h\nu)/kT}]^{-1}$. In the quadratic regime one barrier gives, after integration by parts,
\[
R=2\int_\phi^\infty(E-\phi)f\,dE
=\int_\phi^\infty(E-\phi)^2(-f')\,dE,
\]
where $f'=df/dE$. For $h\nu-\phi\gg kT$ the weight $-f'$ is a complete symmetric distribution about $h\nu$. Its variance is
\[
4(kT)^2\int_0^\infty\frac{u\,du}{1+e^u}=\frac{\pi^2(kT)^2}{3},
\]
which is 156 meV$^2$ here. A parabolic barrier top has transmission $[1+e^{-2\pi(W-\phi)/\hbar\omega}]^{-1}$ at normal energy $W$. This is the same function with $kT$ replaced by $\hbar\omega/2\pi$, so it adds $(\hbar\omega)^2/12$.

To size $\omega$, take silicon doped to $10^{15}$ cm$^{-3}$ with relative permittivity 11.7 and 1 V of band bending. With a barrier of 0.3 eV this requires a reverse bias of about 0.8 V. The depletion approximation gives a maximum field $F=\sqrt{2eNV/\epsilon}=0.0176$ MV/cm. The image-force energy $-e^2/(16\pi\epsilon d)-eFd$ at distance $d$ has its top at $d_0=4.2$ nm, where the barrier is lowered by 14.7 meV. The curvature there has magnitude $2eF/d_0$. For the transverse mass $0.19\,m_e$, $\hbar\omega=18.4$ meV and the added variance is 28 meV$^2$; the longitudinal mass $0.92\,m_e$ would give 8.3 meV and 6 meV$^2$. Since 18.4 meV exceeds the lowering, the parabola gives only a rough size. It also ignores the asymmetry of the real barrier, which can shift the mean slightly.

Independent variances add: $900+156+28=1084$ meV$^2$. The fitted shift becomes $-3.4$ meV. The mean found by photoemission is that of the barriers after image lowering.

\subsection{Finite band depth}

Equation~(\ref{cone}) makes $\sqrt{h\nu Y}$ proportional to $\sqrt B-\sqrt A$, whose slope is $1/(2\sqrt B)$. For one uniform barrier the tangent shift is
\begin{align}
\phi_{\rm app}-\phi&=B-A-2\sqrt B(\sqrt B-\sqrt A)\nonumber\\
&=-(\sqrt B-\sqrt A)^2\simeq-\frac{x^2}{4A}.
\end{align}
With $D=5$ eV this is $-5.6$ meV at 0.65 eV, about twice the shift due to the spread. The window fit gives $-5.2$ meV without spread and $-8.2$ meV with it. These sizes depend on the uniform distribution of $E$: the density of states of a free-electron band varies at the same order in $x/D$, and weighting $E$ by $\sqrt{(D+E)(D+E-h\nu)}$ changes $-5.2$ meV to $-3.4$ meV.

If the semiconductor mass is $\mu m_e$, the escape condition becomes $\sin^2\theta\leq\mu(E-\phi)/(D+E)$. At small excess energy $\mu$ changes only the prefactor. At finite excess, an isotropic mass with $\mu=0.19$ changes the fit shift without spread to $-6.6$ meV.

\subsection{A parabola is no automatic cure}

Fitting $R$ itself with a parabola would, by Eq.~(\ref{sum}), place the vertex at $\phi_0$ and leave the offset $\sigma^2$. Finite depth changes the signal to $R\simeq x^2-x^3/(2A)+\sigma^2$. The parabola matching its value and first two derivatives at $x$ has its vertex at
\[
x-\frac{R'}{R''}\simeq-\frac{3x^2}{4A},
\]
or $-17$ meV at mid-window. The actual window fit gives a vertex at 0.284 eV and an offset, after division by the quadratic coefficient, of $-2759$ meV$^2$. A negative variance is impossible; here it signals the neglected cubic term.

\section{What to do with data}

Multiply the yield per absorbed photon by $h\nu$ before taking the root, if the uniform excitation model applies. Omitting this factor in the example moves the fitted barrier to 0.175 eV, a larger error than the thermionic shift.

Start the fit several $\sigma$ and several $kT$ above the mean, but do not assume that higher is better. To leading order the spread and finite depth together lower the tangent barrier by $\sigma^2/x+x^2/(4A)$. Setting the derivative to zero gives
\begin{equation}
-\frac{\sigma^2}{x^2}+\frac{x}{2A}=0,
\qquad x=(2A\sigma^2)^{1/3}.
\end{equation}
With $A=5.3$ eV, $x=0.21$ eV and the combined shift is about $-6$ meV. In this model, an intercept that rises as the window moves up points to an added variance; one that falls points to the escape cone. The rise alone does not identify barrier spread, because thermal broadening has the same effect. At 300 K the thermal variance is about 2200 meV$^2$, more than the 900 meV$^2$ of the spread, so it must be subtracted first. Quantum reflection, left out of this model, also makes the intercept rise: a signal growing as $(h\nu-\phi)^{5/2}$ gives a tangent barrier that is too high by $(h\nu-\phi)/5$. That power holds only near threshold, so the error further up is smaller.

The example has the rough regime of erbium silicide on n-type silicon: an electron barrier near 0.3 eV leaves a wide photon window below the silicon gap of about 1.17 eV at 80 K. The 30 meV spread and 5 eV band depth are model choices, not measurements. Real interfaces need not satisfy the assumption of independent patches. The depletion width here is 1.1 $\mu$m, and low patches of far smaller size can be pinched off by their surroundings; for a round patch 60 meV low, this means a radius of roughly 30 nm or less. The distribution then refers to the highest barrier along each path and may depend on bias. Hot-electron losses and silicon's off-centre valleys are also omitted; their shifts have not been estimated. Quantum reflection at the interface is omitted too. At a sharp potential step the transmission grows from zero as the square root of the excess normal energy, so the signal near threshold rises as the power 5/2 instead of 2. At mid-window the local power has dropped to about 2.2 to 2.3. Even so, for one uniform barrier with $D=5$ eV a sharp step puts the window fit 46 meV above the barrier for equal masses and 31 meV above it for $\mu=0.19$; the image potential softens this to roughly 20 to 30 meV. This outweighs the shifts from spread and finite depth, so the optimum $x$ above applies only without reflection. The few-millielectronvolt agreement with the mean is therefore a property of the model, not an error bar for a real contact.

Numerical values quoted here were computed with a short program.
